\section*{Tetragonal Jahn-Teller minima of an orbital triplet at a vacancy}

\section{One orbital and one coordinate}

An electron sits in the orbital $|z\rangle$ of a vacancy. The neighbouring atoms can move along one coordinate $q$, which stretches the site along the $z$ axis. The lattice resists with force constant $K>0$, and the orbital energy changes with slope $V$. Measured from the undistorted site, the energy is
\begin{equation}
E_z(q)=\tfrac12Kq^2+Vq .
\end{equation}
Setting $Kq+V=0$ gives $q=-V/K$ and
\begin{equation}
E_z=\frac{V^2}{2K}-\frac{V^2}{K}=-\frac{V^2}{2K}.
\end{equation}
The site gains energy by distorting, whatever the sign of $V$, because the electronic gain is linear in $q$ and the elastic cost is quadratic.

In a cubic environment $|z\rangle$ has two partners, $|x\rangle$ and $|y\rangle$. If the mean energy of the three does not change to first order, and $x$ and $y$ remain equivalent under a stretch along $z$, each partner has slope $-V/2$. Its energy is $\tfrac12Kq^2-\tfrac12Vq$, with its lowest value $-V^2/(8K)$ at $q=V/(2K)$. On this line there thus seem to be two kinds of minimum. The second is not a minimum once the other coordinate of the mode is admitted, since that coordinate separates $x$ from $y$. The full problem needs both coordinates.

\section{The e mode}

Hartree atomic units are used, with $\hbar=1$. The vacancy has $T_d$ symmetry and four neighbours at
\begin{equation}
\mathbf r=\frac{d_0}{2\sqrt2}(s_x,s_y,s_z),\qquad s_k=\pm1,\quad s_xs_ys_z=1,
\end{equation}
a distance $d_0$ apart. The two coordinates of the e mode move them by
\begin{equation}
\mathbf u=\frac{Q_\theta}{\sqrt{24}}(-s_x,-s_y,2s_z)+\frac{Q_\varepsilon}{\sqrt8}(s_x,-s_y,0).
\end{equation}
Summed over the four atoms, the squared length of each pattern is 1, and the two patterns are orthogonal. With $\mathbf Q=(Q_\theta,Q_\varepsilon)$ and the unit vectors
\begin{equation}
\mathbf e_z=(1,0),\quad
\mathbf e_x=\left(-\tfrac12,\tfrac{\sqrt3}2\right),\quad
\mathbf e_y=\left(-\tfrac12,-\tfrac{\sqrt3}2\right),
\end{equation}
the displacement takes a form that treats the axes alike:
\begin{equation}
u_k=a_ks_k,\qquad a_k=\frac{\mathbf e_k\cdot\mathbf Q}{\sqrt6}.
\label{eq:disp}
\end{equation}
For instance, $a_x=-Q_\theta/(2\sqrt6)+\sqrt3\,Q_\varepsilon/(2\sqrt6)=-Q_\theta/\sqrt{24}+Q_\varepsilon/\sqrt8$, as required. The vectors obey
\begin{equation}
\mathbf e_x+\mathbf e_y+\mathbf e_z=0,\qquad \mathbf e_i\cdot\mathbf e_j=-\tfrac12\quad(i\ne j).
\label{eq:star}
\end{equation}

\section{Why the coupling is diagonal}

Let $W(\mathbf Q)$ be the part of the electronic Hamiltonian linear in $\mathbf Q$, restricted to the triplet. Symmetry fixes it up to one constant.

\emph{Off-diagonal elements.} A twofold rotation $R$ about $z$ reverses $s_x,s_y$ and also $u_x,u_y$. Equation~(\ref{eq:disp}) keeps its form with the same $a_k$, so $\mathbf Q$ is unchanged and $W$ commutes with $R$. The rotation reverses $|x\rangle$ and $|y\rangle$ but not $|z\rangle$. Hence
\begin{equation}
\langle x|W|z\rangle=\langle x|R^\dagger WR|z\rangle=-\langle x|W|z\rangle=0,
\end{equation}
and likewise $\langle y|W|z\rangle=0$. The rotation about $x$ gives $\langle x|W|y\rangle=0$.

\emph{Diagonal elements.} The mirror that exchanges $x$ and $y$ exchanges $a_x$ and $a_y$. It therefore reverses $Q_\varepsilon$ and keeps $Q_\theta$, while $|z\rangle$ goes into itself up to a sign. A linear $W_{zz}$ can then contain $Q_\theta$ alone, and we define $V$ by $W_{zz}=VQ_\theta=V\,\mathbf e_z\cdot\mathbf Q$. A threefold rotation permutes the axes, and with them the $a_k$, so
\begin{equation}
W_{ij}=\delta_{ij}\,V\,\mathbf e_i\cdot\mathbf Q .
\label{eq:W}
\end{equation}
By (\ref{eq:star}) the trace vanishes, which confirms the slope $-V/2$ used at the start.

\section{Three paraboloids, three minima}

We take one electron in the triplet and a harmonic lattice. Quadratic coupling, t$_2$ modes, spin-orbit coupling and other electronic levels are left out. The adiabatic energies are
\begin{align}
E_i(\mathbf Q)&=\tfrac12K|\mathbf Q|^2+V\,\mathbf e_i\cdot\mathbf Q\nonumber\\
&=\tfrac12K\left|\mathbf Q+\frac VK\mathbf e_i\right|^2-\frac{V^2}{2K}.
\label{eq:parab}
\end{align}
The square in the second line produces the extra term $V^2|\mathbf e_i|^2/(2K)=V^2/(2K)$, which the last term removes. Each surface is a paraboloid with its lowest point at
\begin{equation}
\mathbf Q_i=-\frac VK\mathbf e_i,\qquad E_i(\mathbf Q_i)=-E_{\rm JT},\qquad E_{\rm JT}=\frac{V^2}{2K}.
\label{eq:main}
\end{equation}

The ground-state surface is $E_-=\min_iE_i$. Two things remain to be shown: that each $\mathbf Q_i$ is a minimum of $E_-$, and that there are no others. At $\mathbf Q_i$ another orbital $j$ lies higher by
\begin{equation}
V(\mathbf e_j-\mathbf e_i)\cdot\mathbf Q_i=-\frac{V^2}{K}\left(-\tfrac12-1\right)=\frac{3V^2}{2K}=3E_{\rm JT}.
\label{eq:gap}
\end{equation}
Orbital $i$ is thus the lowest at and near $\mathbf Q_i$, and $\mathbf Q_i$ is a minimum of $E_-$. Conversely, let $\mathbf Q^*$ be any local minimum of $E_-$, and let $i$ be an orbital with $E_i(\mathbf Q^*)=E_-(\mathbf Q^*)$. Nearby, $E_i\ge E_-\ge E_-(\mathbf Q^*)=E_i(\mathbf Q^*)$, so $\mathbf Q^*$ is also a local minimum of $E_i$. A paraboloid has one minimum, hence $\mathbf Q^*=\mathbf Q_i$.

At $\mathbf Q_z$ we have $Q_\varepsilon=0$ and $a_x=a_y=-a_z/2$. The $x$ and $y$ axes stay equivalent and $z$ differs, so the site is tetragonal, with symmetry $D_{2d}$. The other two minima are the same distortion about $x$ and $y$. For $V<0$ the neighbours move outward along the distinguished axis and inward across it; for $V>0$ the reverse holds.

The balance at a minimum is $+E_{\rm JT}$ of elastic energy and $-2E_{\rm JT}$ of orbital energy. The two empty orbitals are raised by $E_{\rm JT}$, which accounts for the splitting $3E_{\rm JT}$.

\section{Mixed orbitals gain less}

Consider a state held at fixed weights $p_i$ in the three orbitals, with $\sum_ip_i=1$. Since $W$ is diagonal, the phases do not matter, and the energy is $\tfrac12K|\mathbf Q|^2+V\mathbf Q\cdot\sum_ip_i\mathbf e_i$. Its minimum over $\mathbf Q$ is
\begin{align}
E(p)&=-E_{\rm JT}\Big|\sum_ip_i\mathbf e_i\Big|^2
=-E_{\rm JT}\Big(\sum_ip_i^2-\sum_{i<j}p_ip_j\Big)\nonumber\\
&=-E_{\rm JT}\Big(1-3\sum_{i<j}p_ip_j\Big).
\end{align}
The last step uses $\sum_ip_i^2=1-2\sum_{i<j}p_ip_j$. The full gain requires every product $p_ip_j$ to vanish, that is, a pure orbital. An equal mixture of two orbitals gains $E_{\rm JT}/4$, and an equal mixture of three gains nothing.

\section{The barrier between the wells}

Orbitals $i$ and $j$ are degenerate where $(\mathbf e_i-\mathbf e_j)\cdot\mathbf Q=0$. The third vector $\mathbf e_k$ is perpendicular to $\mathbf e_i-\mathbf e_j$, so this line is $\mathbf Q=s\,\mathbf e_k$. On it $\mathbf e_i\cdot\mathbf Q=-s/2$ and
\begin{equation}
E_i=E_j=\tfrac12Ks^2-\tfrac12Vs .
\end{equation}
The minimum is at $s=V/(2K)$, with energy $-V^2/(8K)=-E_{\rm JT}/4$. The third orbital is higher there, at $V^2/(8K)+V^2/(2K)=5E_{\rm JT}/4$.

A path on $E_-$ from one well to another must pass a point where the lowest orbital changes, and no such point lies below $-E_{\rm JT}/4$. The straight rise to the lowest crossing and descent beyond it reach this bound, so the barrier is
\begin{equation}
-\tfrac14E_{\rm JT}-(-E_{\rm JT})=\tfrac34E_{\rm JT}.
\end{equation}
The crossing is the apparent second minimum of the opening section. On the half of the line with $Vs>0$, orbitals $i$ and $j$ are the two lowest. Across it one of them falls linearly on each side, so the surface has a ridge with a kink. On the other half orbital $k$ is lowest and the surface is smooth.

\section{Quantum motion of the lattice}

Let $M$ be the mass of the mode and $\omega=\sqrt{K/M}$. Because (\ref{eq:W}) is diagonal for all $\mathbf Q$, the Hamiltonian with kinetic energy splits into three parts:
\begin{equation}
H=\sum_i|i\rangle\langle i|\left[\frac{|\mathbf P|^2}{2M}+\tfrac12K|\mathbf Q-\mathbf Q_i|^2-E_{\rm JT}\right].
\end{equation}
Each bracket is a displaced two-dimensional oscillator, so
\begin{equation}
E_n=\omega(n+1)-E_{\rm JT},\qquad n=0,1,2,\dots,
\end{equation}
with degeneracy $3(n+1)$. Within this model there is no tunnelling: $H$ has no element that changes the orbital, however low the barrier.

A further perturbation may supply such an element. Between the ground states of wells $i$ and $j$, a purely electronic operator is multiplied by the overlap of two Gaussians proportional to $\exp(-M\omega|\mathbf Q-\mathbf Q_i|^2/2)$. Writing $D^2=|\mathbf Q_i-\mathbf Q_j|^2$, we use
\begin{equation}
|\mathbf Q-\mathbf Q_i|^2+|\mathbf Q-\mathbf Q_j|^2
=2\left|\mathbf Q-\tfrac12(\mathbf Q_i+\mathbf Q_j)\right|^2+\tfrac12D^2 .
\end{equation}
The first term integrates to 1 with the normalization, and the second leaves $\exp(-M\omega D^2/4)$. Here $D^2=(V^2/K^2)|\mathbf e_i-\mathbf e_j|^2=3V^2/K^2$ and $M\omega=K/\omega$, so the reduction factor is
\begin{equation}
\exp\left(-\frac{3V^2}{4K\omega}\right)=\exp\left(-\frac{3E_{\rm JT}}{2\omega}\right).
\label{eq:ham}
\end{equation}
Orbital angular momentum is off-diagonal in $x,y,z$, so first-order spin-orbit coupling in the ground triplet is reduced by this factor. An operator diagonal in the orbitals, such as a tetragonal strain, keeps its full strength and can select one well.

For $E_{\rm JT}\ll\omega$ the factor tends to 1. The spread of each coordinate in the ground state is $\sigma=(2M\omega)^{-1/2}$, and $|\mathbf Q_i|/\sigma=2\sqrt{E_{\rm JT}/\omega}$. The displacement is then lost within the zero-point motion. For $E_{\rm JT}\gg\omega$ the distance between the wells is large compared with the zero-point motion, and the three distortions are clearly distinct.

\section{Where the coupling comes from}

Let each neighbour carry one dangling bond $|a\rangle$, with hopping elements $H_{ab}=-t\,e^{-\beta(d_{ab}-d_0)}$. The triplet is
\begin{equation}
|k\rangle=\tfrac12\sum_as_k^a|a\rangle ,\qquad k=x,y,z.
\end{equation}
In the undistorted site it lies at $+t$, and the symmetric combination at $-3t$.

Any two neighbours share exactly one of the signs $s_x,s_y,s_z$, and each sign is shared by two of the six pairs. For a pair sharing $s_z$, the separation has direction $(s_x,s_y,0)/\sqrt2$ and the relative displacement is $(2a_xs_x,2a_ys_y,0)$. To first order the distance changes by
\begin{equation}
\delta d_z=\sqrt2\,(a_x+a_y)=-\sqrt2\,a_z=-\frac{\mathbf e_z\cdot\mathbf Q}{\sqrt3},
\end{equation}
and similarly for $x$ and $y$. The hopping element changes by $h_k=+t\beta\,\delta d_k$. In $W_{zz}=\frac14\sum_{a\neq b}s_z^as_z^b\,\delta H_{ab}$ each pair occurs twice, with sign $+$ if it shares $s_z$ and $-$ otherwise:
\begin{equation}
W_{zz}=\tfrac12(2h_z-2h_x-2h_y)=2h_z=-\frac{2t\beta}{\sqrt3}\,\mathbf e_z\cdot\mathbf Q ,
\end{equation}
where $h_x+h_y+h_z=0$ was used. Hence
\begin{equation}
V=-\frac{2t\beta}{\sqrt3}.
\label{eq:V}
\end{equation}
The orbital $|z\rangle$ has equal signs on atoms that share $s_z$, so it bonds these two pairs. With $V<0$ the minimum has $Q_\theta>0$ and $\delta d_z<0$: the bonded pairs draw together.

\section{A model vacancy in numbers}

We take round parameters: $t=0.03$ hartree, $\beta=0.5$ bohr$^{-1}$, $d_0=7$ bohr, $K=0.05$ hartree/bohr$^2$ and $M=50000$ electron masses. The response of the filled symmetric level, to second order in $\mathbf Q$, is counted as part of $K$. Then
\begin{align}
V&=-\frac{2(0.03)(0.5)}{\sqrt3}=-0.01732\ \text{hartree/bohr},\\
E_{\rm JT}&=\frac{(0.01732)^2}{2(0.05)}=0.00300\ \text{hartree}\;(82\ \text{meV}),\\
\frac{|V|}K&=\frac{0.01732}{0.05}=0.346\ \text{bohr}\;(0.183\ \text{\AA}).
\end{align}
Finite differences of the four-bond Hamiltonian give the same $V$. A numerical search on the lowest surface from twelve starting points reached the three predicted minima and no others.

At the $z$ minimum the bonded pairs approach by $0.346/\sqrt3=0.200$ bohr, and the other four distances grow by $0.100$ bohr to first order. The orbital splitting is $3E_{\rm JT}=0.00900$ hartree. The lowest crossing lies at $-0.00075$ hartree, which leaves a barrier of $0.00225$ hartree when the e mode alone is allowed to move.

The mode quantum is $\omega=\sqrt{0.05/50000}=0.001$ hartree, so $E_{\rm JT}/\omega=3$. The ground level is at $0.001-0.003=-0.002$ hartree, threefold, and the next at $-0.001$ hartree, sixfold. Diagonalization in undisplaced oscillator states confirms both. The factor (\ref{eq:ham}) is $e^{-4.5}=0.0111$: first-order orbital mixing within the ground level is suppressed about ninetyfold.

\section{How good is linear coupling?}

With the full exponential hopping and true distances for the electron in the triplet, and $K$ held fixed, the gain is $0.00329$ hartree, $9.5$ percent above the linear result. The response of the filled symmetric level beyond second order is left out; with two electrons in that level it would raise the excess to $11$ percent. The second-order terms of the triplet level alone give an excess of about this size. Put $Q_\theta=q$, $Q_\varepsilon=0$. The bonded pairs move along their own line, so $\delta d_z=-q/\sqrt3$ holds without correction. For a pair sharing $s_x$, the relative displacement has squared length $4(a_y^2+a_z^2)=5q^2/6$, of which $q^2/12$ lies along the line of the pair. The transverse remainder, $3q^2/4$, lengthens the distance by $3q^2/(8d_0)$. Hence
\begin{equation}
\delta d_x=\delta d_y\simeq\frac q{2\sqrt3}+\frac{3q^2}{8d_0}.
\end{equation}
The energy of $|z\rangle$ is $t(e^{-\beta\delta d_x}+e^{-\beta\delta d_y}-e^{-\beta\delta d_z})$. Its terms in $q^2$ are
\begin{equation}
tq^2\left[-\frac{3\beta}{4d_0}+\frac{\beta^2}{12}-\frac{\beta^2}6\right]
=-tq^2\left[\frac{3\beta}{4d_0}+\frac{\beta^2}{12}\right].
\end{equation}
The bracket on the right is $0.0536+0.0208=0.0744$ bohr$^{-2}$. The force constant is thereby lowered by $2(0.03)(0.0744)=0.0045$ hartree/bohr$^2$, to $0.0455$. Then $V^2/(2K)$ rises by the ratio $0.05/0.0455$, about 10 percent. With $t$ ten times smaller the softening is ten times smaller, and the computed excess falls to $0.9$ percent. Linear coupling is the leading order in weak hopping at fixed $K$.

\section{Two electrons, and the limits of the result}

For independent electrons with occupations $n_i$ the forces add, and the relaxed energy is $-E_{\rm JT}|\sum_in_i\mathbf e_i|^2$. Two electrons in one orbital gain $4E_{\rm JT}=0.012$ hartree. One in each of two orbitals gains $|\mathbf e_i+\mathbf e_j|^2E_{\rm JT}=|\mathbf e_k|^2E_{\rm JT}=0.003$ hartree, with the distortion about axis $k$ reversed in sign. Pairing is thus favoured by $3E_{\rm JT}=0.009$ hartree in linear coupling, before electron repulsion is counted. With the full hopping the pair, whose distortion is more than twice as large, gains about 20 percent more, the other state gains $0.0027$ hartree, and the difference becomes $0.0117$ hartree. Repulsion acts against it and may reverse the order.

The three-minimum theorem rests on the diagonal form (\ref{eq:W}). A t$_2$ mode breaks it. For the displacement $(s_y,s_x,0)/\sqrt8$ per unit amplitude, the two pairs sharing $s_z$ change length by $+1$ and $-1$, and the bond model gives $\langle x|W|y\rangle=-t\beta=-0.015$ hartree/bohr. Let the three such modes have force constant $K_t$, and keep only linear coupling within the triplet. A real orbital $\sum_ic_i|i\rangle$ with $p_i=c_i^2$ feels the force $2t\beta\,c_ic_j$ along each mode and gains a further $(2t^2\beta^2/K_t)\sum_{i<j}p_ip_j$. By (\ref{eq:V}), $E_{\rm JT}=2t^2\beta^2/(3K)$, so the relaxed energy becomes $-E_{\rm JT}\big[1-3(1-K/K_t)\sum_{i<j}p_ip_j\big]$. For $K_t>K$ the tetragonal minima survive, with the barrier lowered to $\tfrac34(1-K/K_t)E_{\rm JT}$. For $K_t=K$ every real orbital gains the same $E_{\rm JT}$ and the barrier vanishes. For $K_t<K$ the equal mixtures of three orbitals, which distort along a threefold axis, lie lowest. Whether a real vacancy is tetragonal therefore depends on how its coupling to t$_2$ modes, and their stiffness, compare with those of the e mode. The numerical output that follows refers to the e mode alone, apart from this one mixing element.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 0.030 hartree
hopping decay beta = 0.50 1/bohr
neighbour distance d0 = 7.00 bohr
force constant K = 0.050 hartree/bohr^2
mode mass M = 50000 electron masses
mode quantum omega = 0.001000 hartree
undistorted singlet level = -0.0900 hartree
undistorted triplet level = 0.0300 hartree
coupling V, formula = -0.017321 hartree/bohr
coupling V, finite difference = -0.017321 hartree/bohr
x-y mixing by a t2 mode = -0.015000 hartree/bohr
distortion amplitude |V|/K = 0.3464 bohr
distortion amplitude |V|/K = 0.1833 angstrom
minimum x: Q_theta, Q_eps = -0.1732, 0.3000 bohr
minimum y: Q_theta, Q_eps = -0.1732, -0.3000 bohr
minimum z: Q_theta, Q_eps = 0.3464, 0.0000 bohr
z minimum, linear change of z-sharing pairs = -0.2000 bohr
z minimum, linear change of other pairs = 0.1000 bohr
z minimum, true change of z-sharing pairs = -0.2000 bohr
z minimum, true change of other pairs = 0.1063 bohr
stabilization energy E_JT = 0.003000 hartree
stabilization energy E_JT = 81.63 meV
lowest energy found by search = -0.003000 hartree
orbital splitting at a minimum = 0.009000 hartree
lowest crossing energy = -0.000750 hartree
barrier between wells = 0.002250 hartree
two electrons in one orbital, energy = -0.012000 hartree
two electrons in two orbitals, energy = -0.003000 hartree
ratio E_JT/omega = 3.0000
vibronic ground level (threefold) = -0.002000 hartree
next vibronic level (sixfold) = -0.001000 hartree
reduction factor of orbital mixing = 0.011109
stabilization with full hopping = 0.003286 hartree
amplitude with full hopping = 0.3790 bohr
excess over linear result = 9.54 percent
excess with hopping t/10 = 0.90 percent
\end{verbatim}
